\section*{Dipole and quadrupole subtraction for interpolating electron–phonon vertices in insulators, part 1}

(Sections cited here and not found follow in the later parts.)

\section{What to subtract before interpolating}

A mobility or linewidth calculation needs the electron--phonon vertex $g(\mathbf k,\mathbf q)$ on a mesh far denser than linear-response theory can supply. The vertex is therefore computed on a coarse $N\times N\times N$ grid of phonon wave vectors, transformed to Wannier functions and displaced atoms, and summed back at arbitrary $\mathbf q$. Before the transform one has to decide which analytic term, if any, to take out of the coarse data and restore afterwards. A finite Fourier sum is a smooth function of $\mathbf q$, so whatever part of $g$ is not smooth at $\mathbf q=0$ and is left in the data is lost near $\Gamma$. The decision hangs on the small-$q$ form of the vertex, which for an insulator is
\begin{align}
g^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q)={}&\bar g^{\kappa\alpha}_{mn}(\mathbf k,0)+\frac{4\pi}{\Omega}\,\frac{e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}}{\mathbf q\cdot\epsilon\cdot\mathbf q}\Big\{\big[i q_\beta Z_{\kappa,\beta\alpha}+\tfrac12 q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}\big]\delta_{mn}\nonumber\\
&-q_\beta Z_{\kappa,\beta\alpha}\,q_\gamma\,(A^\gamma+U^\gamma)_{mn}\Big\}+O(q).
\label{main}
\end{align}
Here $Z$ is the Born charge, $Q$ the dynamical quadrupole, $\epsilon$ the electronic dielectric tensor, $A$ the Berry connection, $U$ the change of the self-consistent potential per unit electric field, and $\bar g$ a function analytic in $\mathbf q$; repeated Cartesian indices are summed. The first term in braces gives $1/q$. The others give finite limits that depend on the direction $\hat{\mathbf q}$. In a polar crystal the quadrupole shares that order with the products $ZA$ and $ZU$; in silicon $Z=0$ and the quadrupole stands alone.

The setting is adiabatic Kohn--Sham response at zero temperature in Hartree atomic units (electron charge $-1$), with a local ionic potential and a short-ranged exchange-correlation kernel $f$ such as that of the LDA. Atom $\kappa$ of cell $l$ sits at $\mathbf R_l+\boldsymbol\tau_\kappa$, the cell volume is $\Omega$, and the atom is displaced along $\alpha$ by $\lambda e^{i\mathbf q\cdot\mathbf R_l}$. The first-order potential energy of an electron is $\lambda e^{i\mathbf q\cdot\mathbf r}\sum_{\mathbf G}\delta V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, and
\begin{equation}
g^{\kappa\alpha}_{mn}=\sum_{\mathbf G}\delta V^{\kappa\alpha}_{\mathbf G}(\mathbf q)\,\langle u_{m,\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle ,
\label{def}
\end{equation}
with the periodic parts $u$ normalized in one cell and chosen smooth in $\mathbf k$. This is the vertex per unit displacement of one sublattice, in Ha/bohr. The vertex of a phonon mode is $\sum_{\kappa\alpha}(2M_\kappa\omega)^{-1/2}e_{\kappa\alpha}\,g^{\kappa\alpha}$ with a normalized eigenvector $e$, and the powers of $q$ in \eqref{main} do not include these factors.

\section{First derivation: the dielectric matrix}

\subsection{Isolating the singular element}

With ionic potential $\sum_{l\kappa}v_\kappa(\mathbf r-\mathbf R_l-\boldsymbol\tau_\kappa-\mathbf u_{l\kappa})$, the bare perturbation is $-\sum_l e^{i\mathbf q\cdot\mathbf R_l}\partial_\alpha v_\kappa(\mathbf r-\mathbf R_l-\boldsymbol\tau_\kappa)$. Its Fourier coefficient at $\mathbf K=\mathbf q+\mathbf G$ follows from $\partial_\alpha\to iK_\alpha$, from the shift factor $e^{-i\mathbf K\cdot(\mathbf R_l+\boldsymbol\tau_\kappa)}$ and from $e^{i(\mathbf q-\mathbf K)\cdot\mathbf R_l}=1$:
\begin{equation}
\delta V^{\rm ext}_{\mathbf G}=-\frac{iK_\alpha}{\Omega}\,v_\kappa(K)\,e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa},\qquad v_\kappa(K)=-\frac{4\pi z_\kappa}{K^2}+\text{analytic},
\end{equation}
where $z_\kappa$ is the ionic charge. The only singular piece near $\mathbf q=0$ is the Coulomb part at $\mathbf G=0$. It equals $-4\pi\rho_{\rm ion}/q^2$ with $\rho_{\rm ion}=-iq_\alpha z_\kappa e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}/\Omega$, the charge density wave of displaced point ions; the minus sign converts potential into electron energy. In vector notation over $\mathbf G$, with $e_0$ the unit vector of $\mathbf G=0$,
\begin{equation}
\delta V^{\rm ext}=\delta\bar V^{\rm ext}-\frac{4\pi}{q^2}\rho_{\rm ion}\,e_0,\qquad
K_{\mathbf G\mathbf G'}=\frac{4\pi\delta_{\mathbf G\mathbf G'}}{|\mathbf q+\mathbf G|^2}+f_{\mathbf G\mathbf G'}=\Big(\bar K+\frac{4\pi}{q^2}e_0e_0^{T}\Big)_{\mathbf G\mathbf G'} .
\end{equation}
Both barred objects are analytic near $\mathbf q=0$, the kernel because $f$ is short-ranged. The response equations are $\delta V=\delta V^{\rm ext}+K\delta n$ and $\delta n=\chi^0\delta V$, with $\delta n$ the electron number density. Inserting the split collects both singular pieces into one number,
\begin{equation}
\delta V=\delta\bar V^{\rm ext}+\bar K\chi^0\delta V+\phi\,e_0,\qquad \phi=-\frac{4\pi}{q^2}\big(\rho_{\rm ion}-\delta n_0\big),
\end{equation}
the macroscopic electrostatic energy of an electron in the total induced charge. Define $L=(1-\bar K\chi^0)^{-1}$, $\bar\chi=\chi^0L$ and $\delta\bar V=L\,\delta\bar V^{\rm ext}$. Treating $\phi$ as given and solving the linear equation gives $\delta V=\delta\bar V+\phi Le_0$. Applying the row $e_0^T\chi^0$ gives $\delta n_0=\delta\bar n_0+\phi\bar\chi_{00}$ with $\delta\bar n_0=e_0^T\chi^0\delta\bar V$. The definition of $\phi$ then reads $q^2\phi=-4\pi(\bar\rho-\phi\bar\chi_{00})$ with $\bar\rho=\rho_{\rm ion}-\delta\bar n_0$, so that
\begin{equation}
\delta V=\delta\bar V+\phi\,Le_0,\qquad \phi=-\frac{4\pi\bar\rho}{q^2-4\pi\bar\chi_{00}} .
\label{exact}
\end{equation}
This holds at any $\mathbf q\neq0$ for metals and insulators alike. Barred quantities are the response with the macroscopic potential held at zero. At $\mathbf q=0$ a periodic calculation drops the $\mathbf G=0$ Coulomb term, so the value stored at $\Gamma$ in a coarse grid is $\bar g(\mathbf k,0)$, the matrix element of $\delta\bar V(0)$.

\subsection{Head and wings of an insulator}

For a perturbation $\delta V_{\mathbf G'}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}+{\rm c.c.}$, first-order perturbation theory mixes each valence state $\psi_{v\mathbf k}$ with states at $\mathbf k+\mathbf q$ and $\mathbf k-\mathbf q$. In $\delta n=2\sum_{v\mathbf k}(\psi^*\delta\psi+{\rm c.c.})$, where 2 counts spin, mixing among occupied states cancels in pairs because the energy denominators of the pair are opposite. The component of wave vector $\mathbf q$ receives $\psi^*_{v\mathbf k}\delta\psi^{(+\mathbf q)}$ and $(\delta\psi^{(-\mathbf q)})^*\psi_{v\mathbf k}$. With time reversal, $\psi_{-\mathbf k}=\psi^*_{\mathbf k}$, the second product contains $\psi^*_{c,\mathbf k-\mathbf q}\psi_{v\mathbf k}=\psi_{c,-\mathbf k+\mathbf q}\psi^*_{v,-\mathbf k}$ and is the first product taken at $-\mathbf k$. The two contributions are equal after the sum over $N_k$ points:
\begin{equation}
\chi^0_{\mathbf G\mathbf G'}=\frac{4}{N_k\Omega}\sum_{\mathbf k vc}\frac{M_{\mathbf G}M^*_{\mathbf G'}}{\varepsilon_{v\mathbf k}-\varepsilon_{c,\mathbf k+\mathbf q}},\qquad M_{\mathbf G}=\langle u_{v\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{c,\mathbf k+\mathbf q}\rangle .
\label{chi0}
\end{equation}
The gap keeps the denominators away from zero and the valence projector analytic in $\mathbf k$, so $\chi^0$ is analytic in $\mathbf q$. If $1-\bar K\chi^0$ is invertible at $\mathbf q=0$, as it is for a stable electronic ground state, $L$, $\bar\chi$, $\delta\bar V$ and $\bar\rho$ are analytic too, and all non-analyticity sits in the denominator of $\phi$.

For a local potential $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V$. Let $p^\gamma_{mn}$ be the matrix elements of $\partial H_{\mathbf k}/\partial k_\gamma=p_\gamma+k_\gamma$. Differentiating $H_{\mathbf k}u_n=\varepsilon_nu_n$ and projecting on $u_m$, $m\ne n$, gives
\begin{equation}
\langle u_m|\partial_\gamma u_n\rangle=\frac{p^\gamma_{mn}}{\varepsilon_n-\varepsilon_m}.
\label{kp}
\end{equation}
Since $\langle u_v|u_c\rangle=0$ at equal $\mathbf k$, $M_0=q_\gamma m^\gamma+O(q^2)$ with $m^\gamma=p^\gamma_{vc}/(\varepsilon_c-\varepsilon_v)$. Hence $\chi^0_{\mathbf G0}=q_\gamma W^\gamma_{\mathbf G}+O(q^2)$ and $\chi^0_{00}=q_\beta q_\gamma h_{\beta\gamma}+\dots$, where $W^\gamma_{\mathbf G}$ is \eqref{chi0} at $\mathbf q=0$ with $M^*_{\mathbf G'}$ replaced by $m^{\gamma*}$, and $h_{\beta\gamma}$ has $m^\beta m^{\gamma*}$ in the numerator. The component $W^\gamma_0$ vanishes because $M_0=0$ at $\mathbf q=0$. The row $\chi^0_{0\mathbf G}$ is the complex conjugate of the column.

The identity $L=1+L\bar K\chi^0$, which is $L(1-\bar K\chi^0)=1$ rearranged, gives
\begin{equation}
Le_0=e_0+iq_\gamma U^\gamma+O(q^2),\qquad iU^\gamma=L(0)\bar K(0)W^\gamma .
\label{U}
\end{equation}
The meaning of $U$ is read from $\phi e^{i\mathbf q\cdot\mathbf r}\approx\phi+i\phi\,\mathbf q\cdot\mathbf r$. The constant moves no charge. The linear term is the energy $+\mathbf E\cdot\mathbf r$ of an electron in a field $\mathbf E=i\phi\mathbf q$, and the induced periodic potential $i\phi\,\mathbf q\cdot\mathbf U$ is $\mathbf E\cdot\mathbf U$. So $U^\gamma(\mathbf r)=\partial V_{Hxc}/\partial E_\gamma$, the local-field potential, with the dimension of a length.

The head of $\bar\chi$ is $e_0^T\chi^0Le_0=\chi^0_{00}+e_0^T\chi^0(Le_0-e_0)$, which to second order is $q_\beta q_\gamma[h_{\beta\gamma}+W^{\beta\dagger}iU^\gamma]$. A cubic term would matter, since it would multiply the $1/q$ dipole term by a relative correction $O(q)$ and enter at order $q^0$. It is absent. In real space $\chi^0(\mathbf r,\mathbf r')$ and $\bar K(\mathbf r,\mathbf r')$ are real and symmetric, being second derivatives of energies, and so is $\bar\chi=\chi^0+\chi^0\bar K\chi^0+\dots$. Symmetry and reality make the matrix Hermitian, so $\bar\chi_{00}(\mathbf q)$ is real, and reality gives $\bar\chi_{00}(-\mathbf q)=\bar\chi_{00}(\mathbf q)^*$. The head is even:
\begin{equation}
q^2-4\pi\bar\chi_{00}=\mathbf q\cdot\epsilon\cdot\mathbf q+O(q^4),\qquad \epsilon_{\beta\gamma}=\delta_{\beta\gamma}-4\pi\big(h_{\beta\gamma}+W^{\beta\dagger}iU^\gamma\big).
\label{eps}
\end{equation}
This argument does not use time reversal, which served only to merge two terms in \eqref{chi0}.

\subsection{Moments of the induced charge}

Because $\bar\rho(\mathbf q)$ is analytic near $\mathbf q=0$, it agrees there with the transform of a localized charge whose moments are fixed by its Taylor coefficients: if $\bar\rho_{\kappa\alpha}(\mathbf s)$ is the charge induced by one displaced atom as a function of the distance $\mathbf s$ from it, the lattice sum gives $\Omega\bar\rho(\mathbf q)=e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}\int\bar\rho_{\kappa\alpha}(\mathbf s)e^{-i\mathbf q\cdot\mathbf s}d^3s$. Expanding the exponential,
\begin{equation}
\Omega\bar\rho\,e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}=-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}+O(q^3),
\label{mom}
\end{equation}
with $Z_{\kappa,\beta\alpha}=\int s_\beta\bar\rho_{\kappa\alpha}$ and $Q^{\beta\gamma}_{\kappa\alpha}=\int s_\beta s_\gamma\bar\rho_{\kappa\alpha}$. The monopole vanishes because $\rho_{\rm ion}$ and the row $\chi^0_{0\mathbf G}$ are both $O(q)$. The moments are real, so $Z$ comes from the imaginary part of \eqref{mom} and $Q$ from the real part. At first order $\delta\bar n_0=q_\beta W^{\beta\dagger}\delta\bar V(0)$; equating $-iq_\beta Z=-iq_\alpha z_\kappa-\Omega\,\delta\bar n_0$ and dividing by $-i$ gives
\begin{equation}
Z_{\kappa,\beta\alpha}=z_\kappa\delta_{\beta\alpha}-i\Omega\,W^{\beta\dagger}\delta\bar V^{\kappa\alpha}(0).
\label{Z}
\end{equation}

Summing over $\kappa$ yields a sum rule. Displacing all atoms equally translates the self-consistent potential, so $\sum_\kappa\delta\bar V^{\kappa x}(0)=-\partial_xV=-i[p_x,H]$, whose element is $\langle c|-\partial_xV|v\rangle=-ip_{cv}(\varepsilon_v-\varepsilon_c)$. Since $\sum_{\mathbf G}M^*_{\mathbf G}\delta V_{\mathbf G}=\langle c|\delta V|v\rangle$,
\begin{equation}
\sum_\kappa Z_{\kappa,xx}=\sum_\kappa z_\kappa-\frac{4}{N_k}\sum_{\mathbf kvc}\frac{|p^x_{vc}|^2}{\varepsilon_c-\varepsilon_v}
=\frac{2}{N_k}\sum_{\mathbf kv}\frac{\partial^2\varepsilon_{v\mathbf k}}{\partial k_x^2}.
\label{asr}
\end{equation}
The second equality uses second-order perturbation theory, $\partial_x^2\varepsilon_v=1-2\sum_{n\neq v}|p_{vn}|^2/(\varepsilon_n-\varepsilon_v)$, in which valence--valence terms cancel in the sum over $v$, and neutrality, $\sum_\kappa z_\kappa=2N_v$ for $N_v$ valence bands. The exact zone integral of the second derivative of a smooth periodic function is zero. On a finite mesh and in a finite basis the right side is a residue that can be computed from band energies alone.

\subsection{Collecting orders}

Taking the matrix element \eqref{def} of \eqref{exact} requires the overlap $\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle=\delta_{mn}+q_\gamma\langle\partial_\gamma u_m|u_n\rangle+O(q^2)$. Differentiating $\langle u_m|u_n\rangle=\delta_{mn}$ gives $\langle\partial u_m|u_n\rangle=-\langle u_m|\partial u_n\rangle$, and with $A^\gamma_{mn}=i\langle u_m|\partial_\gamma u_n\rangle$ this is $+iA^\gamma_{mn}$. Therefore
\begin{align}
g&=\bar g(\mathbf k,\mathbf q)+\phi\,\big[\delta_{mn}+iq_\gamma(A^\gamma+U^\gamma)_{mn}+O(q^2)\big],\nonumber\\
\phi&=\frac{4\pi}{\Omega}e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}\,\frac{iq_\beta Z_{\kappa,\beta\alpha}+\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}+O(q^3)}{\mathbf q\cdot\epsilon\cdot\mathbf q\,[1+O(q^2)]},
\end{align}
where $U^\gamma_{mn}=\langle u_{m\mathbf k}|U^\gamma|u_{n\mathbf k}\rangle$. The product of $iq_\beta Z$ with $iq_\gamma(A+U)$ is $-q_\beta Z\,q_\gamma(A+U)$, of order $q^2$ over $q^2$. All further products are of order $q^3$ over $q^2$, and $\bar g(\mathbf q)=\bar g(0)+O(q)$. This is \eqref{main}. The $O(q)$ remainder contains terms such as $q_x^3/q^2$, which are continuous at $\Gamma$ but have a direction-dependent slope.

The dielectric-matrix derivation has established \eqref{main} within Kohn--Sham linear response, with computable expressions for its coefficients. It remains to derive the same form from multipoles in a dielectric, compare the assumptions, apply the result to silicon and a polar model, and examine the interpolation error.
